# Axial stiffness loss of cross-ply laminates with transverse cracks

## The decision: discount the ply or use the crack spacing

A structural calculation for a cross-ply laminate with transverse cracks needs an axial modulus for the damaged region. One choice is complete ply discount, in which the cracked 90° ply carries no axial load. The other makes the modulus depend on the crack spacing. For the glass/epoxy example below, with cracks 2 mm apart, discount gives 13.3 GPa and the spacing-dependent result is 16.3 GPa. Discount is therefore 18 % low relative to the latter, while the uncracked value of 20.0 GPa is 23 % high.

The formula to implement is

$$E(s)=\frac{E_0}{1+a\,T},\qquad T=\frac{\tanh ks}{ks},\qquad a=\frac{dE_2}{bE_1},$$

where $2s$ is the crack spacing. The rest of this appendix derives it, fixes the constants $E_0$ and $k$, and states where it can be trusted.

## Geometry and assumptions

Load acts along $x$, and $z$ is the thickness direction. Each outer 0° ply has thickness $b$ and axial modulus $E_1$. The central 90° ply has total thickness $2d$, so $d$ is its half thickness, and axial modulus $E_2$. The $x$–$z$ shear moduli are $G_1$ (0° ply) and $G_2$ (90° ply). Cracks cut the whole 90° ply at $x=\pm s,\pm3s,\dots$ and run across the full width. Their faces are open and free of traction.

The plies are linear elastic and perfectly bonded. By symmetry the upper half, $0<z<d+b$, suffices; all forces below are per unit width of this half. The mean applied stress is $S$, tension positive.

Shear lag adds four approximations:

- the axial stresses $\sigma_1(x)$ and $\sigma_2(x)$ are uniform through each ply;
- consequently the shear stress is linear in $z$ within each ply;
- the shear strain is taken as $\partial u/\partial z$, without the gradient of the normal displacement;
- Poisson coupling to the thickness and width directions is ignored.

## Equilibrium and interface stiffness

The two plies share the applied force at every section:

$$b\sigma_1+d\sigma_2=(b+d)S. \tag{1}$$

Let $\tau(x)$ be the shear stress $\sigma_{xz}$ at the interface $z=d$. On a slice of the 90° half ply of length $dx$, the net axial force $d\,[\sigma_2(x+dx)-\sigma_2(x)]$ and the force $\tau\,dx$ on its upper face must sum to zero. The 0° ply receives the opposite shear force. Hence

$$d\,\sigma_2'=-\tau,\qquad b\,\sigma_1'=\tau. \tag{2}$$

The sum of these equations is the derivative of (1), as it should be.

The shear stress vanishes at the midplane by symmetry and at the outer surface because that surface is free. It is therefore $\tau z/d$ in the 90° ply and $\tau(1-\zeta/b)$ in the 0° ply, with $\zeta=z-d$. Dividing by the shear moduli and integrating gives the axial displacement in each ply:

$$u=u(0)+\frac{\tau z^2}{2dG_2},\qquad u=u(d)+\frac{\tau}{G_1}\left(\zeta-\frac{\zeta^2}{2b}\right).$$

In the 90° ply the interface value exceeds $u(0)$ by $\tau d/2G_2$, and the ply mean exceeds $u(0)$ by $\tau d/6G_2$. The interface is thus ahead of the mean $U_2$ by $\tau d/3G_2$. In the 0° ply the mean $U_1$ is ahead of the interface by $(\tau/G_1)(b/2-b/6)=\tau b/3G_1$. Adding the two differences,

$$U_1-U_2=\frac{\tau}{K},\qquad \frac1K=\frac{d}{3G_2}+\frac{b}{3G_1}. \tag{3}$$

Both factors of 3 come from comparing ply means, which are the displacements whose derivatives give the mean axial strains: $U_1'=\sigma_1/E_1$ and $U_2'=\sigma_2/E_2$.

## Stress between two cracks

Equations (2) and (3) give $\sigma_2'=-(K/d)(U_1-U_2)$. Differentiating once,

$$\sigma_2''=\frac{K}{d}\left(\frac{\sigma_2}{E_2}-\frac{\sigma_1}{E_1}\right).$$

Now insert $\sigma_1=[(b+d)S-d\sigma_2]/b$ from (1):

$$\sigma_2''=K\left(\frac1{dE_2}+\frac1{bE_1}\right)\sigma_2-\frac{K(b+d)S}{bdE_1}.$$

The coefficient of $\sigma_2$ defines the inverse transfer length $k$:

$$k^2=K\left(\frac1{dE_2}+\frac1{bE_1}\right)=\frac{K(bE_1+dE_2)}{bdE_1E_2}. \tag{4}$$

The constant solution is the last term divided by $k^2$:

$$\sigma_\infty=\frac{(b+d)E_2S}{bE_1+dE_2}=\frac{E_2S}{E_0},\qquad E_0=\frac{bE_1+dE_2}{b+d}.$$

This is the ply stress in the uncracked laminate, where both plies have strain $S/E_0$. The equation is now $\sigma_2''=k^2(\sigma_2-\sigma_\infty)$, with general solution $\sigma_\infty+A\cosh kx+B\sinh kx$. The crack faces require $\sigma_2(\pm s)=0$. Subtracting the two conditions gives $B=0$; adding them gives $A=-\sigma_\infty/\cosh ks$. Therefore

$$\sigma_2=\sigma_\infty\left(1-\frac{\cosh kx}{\cosh ks}\right),\qquad \tau=-d\sigma_2'=d\sigma_\infty k\,\frac{\sinh kx}{\cosh ks}. \tag{5}$$

Load returns to the 90° ply over a distance of order $1/k$ from each crack. If $ks$ is small, the next crack arrives before the ply has been reloaded.

## From stress to laminate modulus

The laminate strain must be taken from the unbroken 0° ply. The mean of $\sigma_2/E_2$ would omit the displacement jumps at the cracks. Since the mean of $\cosh kx/\cosh ks$ over $-s<x<s$ is $\tanh(ks)/(ks)=T$, the mean 90° stress is $\sigma_\infty(1-T)$. Equation (1) then gives the mean strain

$$\bar\varepsilon=\frac{\langle\sigma_1\rangle}{E_1}=\frac{(b+d)S-d\sigma_\infty(1-T)}{bE_1}.$$

Write $(b+d)S=(bE_1+dE_2)S/E_0$ and $d\sigma_\infty=dE_2S/E_0$. The terms without $T$ reduce to $bE_1S/E_0$, so

$$\bar\varepsilon=\frac{S}{E_0}\left(1+\frac{dE_2}{bE_1}T\right)=\frac{S}{E_0}(1+aT). \tag{6}$$

Dividing $S$ by $\bar\varepsilon$ gives the formula for $E(s)$.

Some codes need a reduced modulus for the cracked ply instead. Define $E_2^{\rm eff}$ by $(b+d)E=bE_1+dE_2^{\rm eff}$. Because $(b+d)E_0=bE_1(1+a)$,

$$dE_2^{\rm eff}=bE_1\left(\frac{1+a}{1+aT}-1\right)=\frac{bE_1\,a(1-T)}{1+aT},\qquad E_2^{\rm eff}=E_2\,\frac{1-T}{1+aT}. \tag{7}$$

This value depends on the neighbouring plies through $a$ and $k$. It cannot be carried over to another layup as a material constant.

## The two limits

**Dense cracks.** For $ks\to0$, $\tanh ks=ks-(ks)^3/3+\dots$, so $T\to1-(ks)^2/3$. The denominator becomes $(1+a)\{1-[a/(1+a)](ks)^2/3\}$, and to leading order

$$E\simeq\frac{bE_1}{b+d}\left[1+\frac{a}{1+a}\,\frac{(ks)^2}{3}\right]. \tag{8}$$

Here $E_0/(1+a)=bE_1/(b+d)$ has been used. At vanishing spacing the 90° ply contributes nothing to the axial stiffness, while its thickness still counts in the area over which $S$ is defined. This is the complete ply-discount limit. The largest fractional loss is $1-1/(1+a)=a/(1+a)$.

**Sparse cracks.** For $ks\gg1$, $\tanh ks\to1$ and

$$\frac{E_0}{E}-1\simeq\frac{a}{ks}. \tag{9}$$

The added compliance is proportional to the number of cracks per unit length: each crack acts independently.

In code, evaluate $T$ at small argument as $1-(ks)^2/3+2(ks)^4/15$, which avoids division of zero by zero.

## Worked example

The inputs are $b=0.25$ mm, $d=0.50$ mm, $E_1=40$ GPa, $E_2=10$ GPa, $G_1=4.00$ GPa and $G_2=3.571$ GPa. The applied stress is 50 MPa and the spacing is $2s=2$ mm. Then $bE_1=10$ GPa mm, $dE_2=5$ GPa mm, $a=0.5$ and $E_0=15/0.75=20$ GPa. The interface stiffness follows from

$$\frac1K=\frac{0.50}{3(3.571)}+\frac{0.25}{3(4.00)}=0.0675\ \text{mm/GPa},\qquad K=14.8\ \text{GPa/mm}.$$

Equation (4) gives $k^2=14.815\,(1/5+1/10)=4.444$ mm⁻², so $k=2.108$ mm⁻¹ and the transfer length is 0.47 mm. With $s=1$ mm, $T=0.4606$ and

$$E=\frac{20}{1+0.5(0.4606)}=16.26\ \text{GPa},$$

a loss of 18.7 % from the uncracked value. Equation (7) gives $E_2^{\rm eff}=10(0.5394)/1.2303=4.4$ GPa. The mean strain under load is 0.31 %.

The uncracked 90° ply would carry 25 MPa. Midway between cracks it carries 19 MPa as a mean over its thickness, so at this spacing it does not recover fully. In plane elasticity the stress on that section runs from 14 MPa at the midplane to 26 MPa at the interface, with a mean of 18 MPa. A discretised model of two bars joined by springs of stiffness $K$, with the 90° bar cut at the cracks, also gives 16.257 GPa. That confirms the algebra from (3) onward, though not the assumed stress field.

With all other inputs fixed, the modulus varies with spacing as follows.

| $2s$ (mm) | $E$ (GPa) | $E/E_0$ |
|---|---|---|
| 10 | 19.09 | 0.955 |
| 4 | 17.88 | 0.894 |
| 2 | 16.26 | 0.813 |
| 1 | 14.58 | 0.729 |
| 0.5 | 13.71 | 0.686 |
| 0.1 | 13.35 | 0.667 |

The discount value is 13.33 GPa. When the spacing equals the thickness of the 90° ply, 1 mm, the modulus is still 9 % above it.

## How good is the assumed stress field?

Plane finite elements with a real crack, and zero stress across the width, remove the first three shear-lag approximations and restore Poisson coupling through the thickness. The added inputs are a through-thickness modulus of 10 GPa in both plies and $x$–$z$ Poisson ratios of 0.30 (0° ply) and 0.40 (90° ply). The calculations give 17.83, 16.14 and 14.64 GPa at spacings of 4, 2 and 1 mm; the last digit of the finite-element moduli in this section is uncertain by about one. Relative to these values, shear lag is in error by +0.3, +0.7 and −0.4 %.

This close agreement should not be read as the accuracy of each approximation. The complementary energy of the assumed stresses, per unit length, is

$$\frac{b\sigma_1^2}{2E_1}+\frac{d\sigma_2^2}{2E_2}+\frac{\tau^2}{2K},$$

because integrating the squared linear shear profiles gives $\tau^2(d/3G_2+b/3G_1)$. Substitute $\tau=-d\sigma_2'$ and (1), and minimise over $\sigma_2(x)$. The condition is $d\sigma_2/E_2-d\sigma_1/E_1-d^2\sigma_2''/K=0$, which is the shear-lag equation. Shear lag therefore gives the least energy within its class of stresses. For a laminate that is rigid through the thickness, so that normal stress costs no energy, the unrestricted minimum can be no higher. The shear that the assumed stresses leave at the crack plane does not spoil this comparison: with the midplane held by symmetry, such a laminate has no displacement along $z$ anywhere, so that shear does no work. At given $S$ this energy is proportional to $1/E$, so shear lag gives a lower bound on that laminate's modulus.

At 2 mm spacing the finite-element modulus of this rigid laminate is 16.76 GPa, and the shear-lag value lies 3 % below it. Restoring the real through-thickness compliance and Poisson coupling lowers the modulus to 16.14 GPa. In this example the two errors nearly cancel. For the real laminate the formula is an estimate, not a bound, and other ply properties need their own comparison.

Beyond the uniform ply stress, two features of the shear-lag solution are wrong in kind. Equation (5) gives a finite interface shear at the crack plane, 25.6 MPa here, and the linear profile extends it over a crack face that must be free of shear. In plane elasticity the crack tip lies on the interface, and the interface shear grows without bound as the tip is approached. The shear-lag number should therefore not serve as a delamination criterion.

The second is the rate of approach to ply discount. When $s\ll b,d$, each piece of 90° ply is a narrow column with free sides, loaded through its bonded end. The tractions on that end have no net force or moment: symmetry about the column's centre line removes the net $x$ force and the moment, and the free outer surface removes the net $z$ force. The stress therefore dies out over a depth of order $s$. The extra elastic energy per column at given strain scales as the affected area, $s^2$. Divided by the column width $2s$, it gives an excess stiffness proportional to $s$, whereas (8) gives $s^2$. The finite-element moduli at spacings of 0.2 and 0.1 mm are 13.595 and 13.464 GPa. Their excesses over discount have the ratio 2.00; the shear-lag ratio is 3.96. Linear extrapolation of the finite-element values to zero spacing gives 13.333 GPa. The limit therefore survives in plane elasticity, but the quadratic approach does not. The practical cost is small: shear lag is 1.5 % low in total modulus at 0.2 mm and 0.9 % low at 0.1 mm, although it misses most of the small excess.

## Unequal spacing

Let successive cracks be separated by $2s_i$. The 90° stress vanishes at both ends of each segment, so (6) holds segment by segment. Weighting the strains by segment length gives

$$\frac{E_0}{E}-1=a\,\frac{\sum_i\tanh ks_i}{k\sum_i s_i}. \tag{10}$$

For positive argument $\tanh$ is concave, so the mean of $\tanh ks_i$ cannot exceed $\tanh$ of the mean. At fixed crack density, equal spacing therefore gives the lowest modulus within this model. Alternating spacings of 1 and 3 mm give 16.51 GPa, 1.6 % above the value for a uniform 2 mm.

## Residual stress and crack closure

Cooling by $|\Delta T|$ introduces a free misfit strain $e=(\alpha_2-\alpha_1)\Delta T$ of the 90° ply relative to the 0° ply. Measure strain from the freely contracted 0° ply. Then $U_1'=\sigma_1/E_1$ and $U_2'=\sigma_2/E_2+e$. In the uncracked, unloaded laminate the strains are equal and $b\sigma_1=-d\sigma_2$, so $-d\sigma_2/(bE_1)=\sigma_2/E_2+e$ and

$$\sigma_T=-\frac{eE_2\,bE_1}{bE_1+dE_2}.$$

The constant $e$ leaves $k$ unchanged and shifts the far stress to $\sigma_\infty+\sigma_T$. Repeating the strain average, cracking now adds the strain

$$\Delta\bar\varepsilon=\frac{d}{bE_1}(\sigma_\infty+\sigma_T)\,T. \tag{11}$$

The thermal part does not depend on $S$. It displaces the stress–strain line without changing its slope $E(s)$, provided the cracks stay open. A secant modulus measured from the state before cracking would include this offset.

For expansion coefficients of 7 and 30 × 10⁻⁶/K and $\Delta T=-100$ K, $e=-0.0023$ and $\sigma_T=0.0023(10)(10/15)$ GPa, or 15.3 MPa. Cracking at 2 mm spacing releases a permanent strain of 0.035 %, about a tenth of the strain under the 50 MPa load. The cracks close when $\sigma_\infty+\sigma_T=0$, that is, at

$$S=-\frac{\sigma_TE_0}{E_2}=-31\ \text{MPa}.$$

These values ignore thermal misfit and Poisson coupling across the width. Laminate theory with both included makes $\sigma_T$ and the size of the closure stress 7–9 % smaller here; the strain released by cracking falls by about 9 %.

In compression beyond closure the faces carry load and $E(s)$ must not be used; for perfectly matching faces the tangent modulus returns to $E_0$.

## Use for real laminates

The example inputs are rough, rounded values typical of E-glass/epoxy, with a fairly thick block of 90° plies. For carbon/epoxy, $E_1/E_2$ is roughly 15. At the same thickness ratio $a$ is then about 0.13, and the largest possible loss $a/(1+a)$ is about 12 %, against 33 % here.

Real laminates also have width-wise Poisson coupling. Laminate theory with this coupling gives 20.15 GPa uncracked and 13.61 GPa with the axial stiffness of the 90° ply removed. These lie 0.8 and 2.0 % above the one-dimensional values. That calculation keeps the 90° fibres' stiffness across the width, which these cracks do not cut; discount here concerns axial stiffness alone. Finite elements with uniform width strain and no net width force give 18.06, 16.40 and 14.92 GPa at crack spacings of 4, 2 and 1 mm. For such a wide laminate $E(s)$ is thus 1.0, 0.9 and 2.3 % low.

Vanishing spacing is a mathematical limit, not a damage state to expect. By (5), the stress midway between cracks is $\sigma_\infty(1-1/\cosh ks)$, which falls as $\sigma_\infty(ks)^2/2$ for small $ks$. This is the mean over the ply thickness. In plane elasticity that mean also falls, but in proportion to $s$ at small spacing (2.0 and 1.0 MPa at 0.2 and 0.1 mm under the 50 MPa load), and the loss is in the core of the ply: the midplane stress is near zero at 1 mm spacing, while next to the interface it stays at 25 to 29 MPa. At fixed load, further cracking thus unloads most of the ply thickness, but (5) is not a local cracking criterion. Cracks that stop short of the full width, delamination from the crack tips and broken 0° fibres all violate the geometry assumed here. Their effect has not been sized, and delamination or fibre breakage calls for a different model.

For open, full-width cracks of known spacing in a laminate like the example, use $E(s)$ or (7). Complete discount suits a deliberately low axial stiffness when the 0° plies are intact, but it is not conservative where lower stiffness reduces the predicted load on the part. The numerical output lists most of the values used above.

## Calculated quantities

```
0-degree ply thickness b = 0.25 mm, 90-degree half thickness d = 0.50 mm
E1 = 40.0 GPa, E2 = 10.0 GPa
G1 = 4.00 GPa, G2 = 3.571 GPa, nu12 = 0.30, nu23 = 0.40
applied stress = 50.0 MPa, crack spacing 2s = 2.0 mm
uncracked modulus E0 = 20.000 GPa
ply-discount modulus = 13.333 GPa
stiffness ratio a = 0.500
interface stiffness K = 14.815 GPa/mm
k = 2.1082 1/mm, transfer length 1/k = 0.4743 mm
k*s = 2.1082, tanh(ks)/(ks) = 0.4606
far 90-degree ply stress = 25.00 MPa
90-degree ply stress midway between cracks = 19.02 MPa
interface shear at crack plane = 25.59 MPa
cracked modulus E = 16.257 GPa, loss = 18.72 %
two-bar numerical modulus = 16.257 GPa
mean strain under load = 0.3076 %
table: spacing 2s (mm), shear-lag E (GPa), E/E0
  2s = 10.00 mm   E = 19.094 GPa   E/E0 = 0.9547
  2s =  4.00 mm   E = 17.881 GPa   E/E0 = 0.8940
  2s =  2.00 mm   E = 16.257 GPa   E/E0 = 0.8128
  2s =  1.00 mm   E = 14.582 GPa   E/E0 = 0.7291
  2s =  0.50 mm   E = 13.714 GPa   E/E0 = 0.6857
  2s =  0.10 mm   E = 13.350 GPa   E/E0 = 0.6675
plane finite elements against shear lag
  2s = 4.0 mm   E_plane = 17.83 GPa   shear-lag error = +0.3 %
  2s = 2.0 mm   E_plane = 16.14 GPa   shear-lag error = +0.7 %
  2s = 1.0 mm   E_plane = 14.64 GPa   shear-lag error = -0.4 %
plane E, rigid through thickness, 2s = 2 mm: 16.76 GPa
plane E at 2s = 0.2 mm: 13.595 GPa, at 0.1 mm: 13.464 GPa
plane E extrapolated to zero spacing = 13.333 GPa
excess-stiffness ratio, 0.2 to 0.1 mm: plane 2.00, shear lag 3.96
laminate theory: uncracked 20.153 GPa, discount 13.605 GPa
alternating spacings 1 and 3 mm: E = 16.514 GPa
expansion coefficients: 7 and 30 1e-6/K
temperature change = -100 K
thermal stress in 90-degree ply = 15.33 MPa
thermal strain released by cracking = 0.0353 %
applied stress at crack closure = -30.67 MPa
```
